# Electron knock-on from a moving nucleus and thermally assisted damage in graphene

Q: A graphene sheet in an electron microscope can lose atoms at beam energies too low to eject an atom at rest. I am told that vibration explains this. But a vibrating atom carries some tens of meV, and ejecting it takes about twenty eV. How can so little matter?

A: The small energy is not simply added to the recoil energy. To see what happens, treat one collision with a free nucleus of mass $M$ and velocity $\mathbf v$. The electron arrives with momentum $\mathbf p$ and leaves with $\mathbf p'$. Momentum conservation gives the final nuclear momentum

$$\mathbf K'=M\mathbf v+\mathbf p-\mathbf p'.$$

The nucleus is slow enough for its kinetic energy to be $K'^2/(2M)$. The electron may be relativistic: with rest mass $m$ and kinetic energy $T$, its total energy is $E=T+mc^2$, and $E^2=p^2c^2+m^2c^4$. The collision is elastic. I keep $m$ and $c$ visible, so the equations hold in any consistent units.

Q: Then what is the largest final energy?

A: Suppose first that the nucleus gains energy. The electron loses it, so $p'<p$, and the triangle inequality gives

$$K'\le Mv+p+p'<Mv+2p .$$

If the nucleus does not gain energy, then $K'\le Mv$, which is smaller still. For every direction of $\mathbf v$ and every outgoing direction, therefore,

$$\frac{K'^2}{2M}\le\frac{(Mv+2p)^2}{2M}.$$

Q: That is a bound. Is it reached?

A: Very nearly, when the nucleus moves along the beam. A heavy nucleus takes little energy from the electron, so set $p'=p$ for now. Let $\theta$ be the electron's scattering angle. With $\mathbf v$ parallel to $\mathbf p$,

$$K'^2=(Mv+p)^2+p^2-2p(Mv+p)\cos\theta .$$

Add and subtract $2p(Mv+p)$. The first two terms then complete the square $(Mv+2p)^2$, and

$$\frac{K'^2}{2M}=\frac{(Mv+2p)^2}{2M}-\frac{p(Mv+p)}{M}(1+\cos\theta).$$

The subtracted term is never negative for $v\ge0$ and vanishes at $\theta=\pi$. Backscattering gives the maximum,

$$E_{\max}=\frac{(Mv+2p)^2}{2M}=\frac{Mv^2}{2}+2pv+\frac{2p^2}{M}.$$

This is the final kinetic energy. The energy transferred is $E_{\max}-Mv^2/2=2pv+2p^2/M$.

Q: I object to the sign of the middle term. A nucleus running away from the electron should be hit less hard.

A: It is hit slightly less hard, but it receives more energy. The impulse is close to $2p$ in both cases, because the electron is far faster than the nucleus. The work done is the impulse times the mean of the initial and final velocities:

$$2p\cdot\frac{v+(v+2p/M)}{2}=2p\left(v+\frac pM\right)=2pv+\frac{2p^2}{M}.$$

A force acting for a given time does more work on a body already moving along it. The electron supplies this energy. For a nucleus moving towards the beam, $v$ is negative and the cross term reduces the recoil.

Q: You set $p'=p$, yet you say the electron pays. How large is the inconsistency?

A: The electron loses $\Delta E=2p(v+p/M)$. Differentiating $E^2=p^2c^2+m^2c^4$ gives $dE=(pc^2/E)\,dp=u\,dp$, where $u$ is the electron speed. To first order its outgoing momentum is therefore lower by

$$\delta p=\frac{\Delta E}{u}=\frac{2E}{c^2}\left(v+\frac pM\right).$$

The final nuclear momentum falls by the same amount. Since $d(K'^2/2M)=(K'/M)\,dK'$ and $K'/M\approx v+2p/M$, the maximum energy falls by

$$\delta E_{\max}=\frac{2E}{c^2}\left(v+\frac pM\right)\left(v+\frac{2p}{M}\right).$$

Relative to the impulse $2p$, the correction is

$$\frac{\delta p}{2p}=\frac vu+\frac{E}{Mc^2}.$$

Both terms must be small. The first is the weaker hit you expected. The formula fails if the nucleus moves at a speed comparable with the electron's, or if $E$ approaches $Mc^2$.

Q: Atoms do not vibrate neatly along the beam. What if $\mathbf v$ is oblique?

A: With $p'=p$, the length of $(M\mathbf v+\mathbf p)-\mathbf p'$ is greatest when $\mathbf p'$ points opposite to $M\mathbf v+\mathbf p$. Hence

$$E_{\max}(\mathbf v)=\frac{\left(|M\mathbf v+\mathbf p|+p\right)^2}{2M}.$$

The best collision is then no longer exact backscattering. For a purely transverse velocity $v_t$ with $Mv_t\ll p$,

$$|M\mathbf v+\mathbf p|=\sqrt{p^2+M^2v_t^2}\approx p+\frac{M^2v_t^2}{2p}.$$

Adding $p$, squaring and dividing by $2M$ gives $2p^2/M+Mv_t^2$. Transverse motion enters only in second order, whereas motion along the beam enters in first order. For a sheet normal to the beam, the out-of-plane vibration matters most.

Q: Put in numbers. I still doubt that a cross term can rescue tens of meV.

A: Take a model carbon sheet with round, rough values in the regime of graphene: $M=12$ u, so $Mc^2=11.178$ GeV, and a displacement threshold $T_d=22$ eV. The beam is normal to the sheet and has $T=90$ keV. From $p^2c^2=T(T+2mc^2)$ with $mc^2=511.0$ keV,

$$pc=\sqrt{90\,(90+1022.0)}\ \text{keV}=316.35\ \text{keV}.$$

An atom at rest can receive at most

$$\frac{2p^2}{M}=\frac{2(316.35\ \text{keV})^2}{11.178\times10^6\ \text{keV}}=17.91\ \text{eV},$$

which is 4.1 eV too little. Now let the atom move forward at $v=1637$ m/s, which will turn out to be three times its rms velocity at 300 K. Then $Mvc=61.04$ keV, and the terms are

$$\frac{Mv^2}{2}=0.167\ \text{eV},\qquad 2pv=3.455\ \text{eV},\qquad \frac{2p^2}{M}=17.907\ \text{eV}.$$

Their sum is $E_{\max}=21.53$ eV, or 0.791 hartree. The cross term is about twenty times the atom's initial energy, because the ratio of the two is $4p/(Mv)$. The slower the atom, the larger this ratio, although the cross term itself shrinks.

The recoil correction for this collision is 2.5 meV. Solving both conservation laws by iteration, with the electron's momentum loss included, gives 21.526 eV instead of 21.529 eV.

Q: Even three times the rms velocity leaves you below 22 eV. Where is the threshold?

A: Take as criterion that the atom can leave if $E_{\max}\ge T_d$. Equality means $Mv+2p=\sqrt{2MT_d}$. At a fixed beam energy, the atom needs at least

$$v_{\min}=\sqrt{\frac{2T_d}{M}}-\frac{2p}{M}.$$

At a fixed atomic velocity, the electron needs

$$p_{\rm th}=\frac{\sqrt{2MT_d}-Mv}{2},\qquad T_{\rm th}=\sqrt{p_{\rm th}^2c^2+m^2c^4}-mc^2 .$$

For the model sheet $c\sqrt{2MT_d}=701.3$ keV. An atom at rest therefore has $p_{\rm th}c=350.7$ keV and $T_{\rm th}=108.7$ keV. For the atom above, $p_{\rm th}c=(701.3-61.0)/2=320.1$ keV and $T_{\rm th}=92.0$ keV.

The initial slope follows from $dT=u\,dp$ and $dp_{\rm th}/dv=-M/2$:

$$\frac{dT_{\rm th}}{dv}=-\frac{uM}{2}.$$

Here $u$ is the electron speed at the static threshold, $0.566c$. At one rms velocity (546 m/s, derived below) this line gives a shift of $-5.76$ keV. The full expression gives 103.0 keV, a shift of $-5.70$ keV. At two rms velocities the threshold is 97.5 keV.

Q: You keep using an rms velocity. Where does it come from, and why should the distribution be Gaussian? These vibrations are quantum mechanical.

A: Start with one harmonic mode of angular frequency $\omega$ in thermal equilibrium. Write $x=\hbar\omega/kT$, $b=\sqrt{M\hbar\omega/2}$ and $P=ib(a^\dagger-a)$, where $[a,a^\dagger]=1$. The distribution of $P$ is fixed by $F(s)=\langle B\rangle$ with $B=e^{isP}$.

The thermal density operator $\rho\propto e^{-xa^\dagger a}$ obeys $a\rho=e^{-x}\rho a$, because $a$ lowers the occupation by one. By cyclicity of the trace,

$$\langle Ba\rangle=\operatorname{Tr}(a\rho B)=e^{-x}\langle aB\rangle .$$

Similarly $a^\dagger\rho=e^{x}\rho a^\dagger$, so $\langle Ba^\dagger\rangle=e^x\langle a^\dagger B\rangle$. Both $[a,P]$ and $[a^\dagger,P]$ equal $ib$, so $[a,B]=[a^\dagger,B]=is(ib)B=-sbB$. Taking averages of these commutators gives

$$\langle aB\rangle=-\frac{sbF}{1-e^{-x}},\qquad \langle a^\dagger B\rangle=\frac{sbF}{e^x-1}.$$

Therefore

$$\frac{dF}{ds}=i\langle PB\rangle=-b\left(\langle a^\dagger B\rangle-\langle aB\rangle\right)=-sb^2\,\frac{1+e^x}{e^x-1}\,F=-sb^2\coth\frac x2\,F .$$

With $F(0)=1$, the solution is $F=\exp[-\tfrac12s^2b^2\coth(x/2)]$. This is the characteristic function of a Gaussian with variance $b^2\coth(x/2)$. Dividing the variance by $M$ gives

$$M\langle v^2\rangle=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2kT}.$$

An atom's momentum is a linear sum over independent modes. Their characteristic functions multiply, so the sum is also Gaussian. With equivalent atoms of equal mass, $M\langle v_z^2\rangle$ is the average of this expression over the out-of-plane modes.

Q: Which modes?

A: I use a simple flexural model in which $\omega$ grows as the square of the wave number $q$, up to $\omega_m$. In two dimensions the number of modes in a ring is proportional to $q\,dq$, hence to $d(q^2)$ and to $d\omega$. The spectrum is flat. Using $\coth(y/2)=1+2/(e^y-1)$,

$$M\langle v_z^2\rangle=\frac1{\omega_m}\int_0^{\omega_m}\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2kT}\,d\omega
=\frac{\hbar\omega_m}{4}+\frac{(kT)^2}{\hbar\omega_m}\int_0^{\hbar\omega_m/kT}\frac{y\,dy}{e^y-1}.$$

In these thermal formulas $T$ is the temperature. Take $\hbar\omega_m=110$ meV, a rough value for graphene. The first term is 27.5 meV. At 300 K, numerical integration gives 9.5 meV for the second, so the total is 37.0 meV. The rms velocity is then

$$\sigma=c\sqrt{\frac{0.0370\ \text{eV}}{11.178\times10^9\ \text{eV}}}=546\ \text{m/s}.$$

It is 470 m/s at 0 K and 682 m/s at 600 K.

Q: So most of this "thermal" motion is present at absolute zero?

A: Yes. In this model, 74% of the mean square velocity at 300 K is zero-point motion. Classical equipartition would give $M\langle v_z^2\rangle=kT=25.9$ meV, below even the zero-point value.

Q: Now I object on principle. Zero-point energy cannot be extracted, yet you use it to eject atoms.

A: Nothing is extracted from the ground state. An electron at $u=0.526c$ crosses 0.1 nm in 0.63 as, while the shortest flexural period is 37.6 fs. The atom hardly moves during the collision. Its wave function is multiplied by a phase $e^{i\mathbf q\cdot\mathbf r/\hbar}$, where $\mathbf q=\mathbf p-\mathbf p'$ is the momentum transferred, and every momentum component is shifted by $\mathbf q$.

The ground state already has a spread of momenta, so the final kinetic energy has a spread too. At fixed impulse $2p$, the term $2pv$ averages to zero because $v$ and $-v$ are equally likely. The electron supplies the larger transfers in the upper part of the distribution, and correspondingly loses less in the lower part.

Q: How many atoms can then be displaced?

A: The fraction with $v_z\ge v_{\min}$ is the Gaussian tail

$$f=\int_{v_{\min}}^{\infty}\frac{e^{-v^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dv=\frac12\operatorname{erfc}\left(\frac{v_{\min}}{\sqrt2\,\sigma}\right).$$

At 90 keV, $v_{\min}=1840$ m/s, or $3.37\sigma$ at 300 K. With $T_d$ and the vibrational spectrum held fixed, the model gives:

| Beam | 0 K | 300 K | 600 K |
|---|---|---|---|
| 80 keV | $4\times10^{-10}$ | $6\times10^{-8}$ | $1\times10^{-5}$ |
| 90 keV | $5\times10^{-5}$ | $4\times10^{-4}$ | $4\times10^{-3}$ |
| 100 keV | 0.04 | 0.06 | 0.11 |

All three beams lie below the 108.7 keV threshold for an atom at rest. Heating from 0 to 300 K raises the fraction about eightfold at 90 keV, but less than twofold at 100 keV. Far in the tail, $f$ depends steeply on $v_{\min}/\sigma$, so a modest rise in $\sigma$ has a large effect. "Thermally assisted" is thus a fair name for the temperature dependence, but zero-point motion alone already opens the process.

Q: May I read $f$ as a damage probability per electron?

A: No. It is the fraction of atoms for which displacement is energetically open, counting only the motion along the beam and using final kinetic energy as the criterion. The far tail depends on that choice. Requiring instead that the energy transferred at impulse $2p$ reach $T_d$, with the full response of the harmonic modes, gives about $2.6\times10^{-4}$ in place of $3.7\times10^{-4}$ at 90 keV and 300 K, and $2\times10^{-8}$ in place of $6\times10^{-8}$ at 80 keV. Even for such an atom, the electron must scatter close enough to backwards. The angular formula requires

$$1+\cos\theta\le\frac{M(E_{\max}-T_d)}{p(Mv+p)} .$$

This window closes as $v$ falls to $v_{\min}$. A rate also needs the differential cross section and the beam current density.

Q: One more doubt about the criterion. If the whole sheet moves forward at $v$, surely nothing has been gained.

A: Correct. After the collision the atom moves at $v+2p/M$, but relative to neighbours that still move at $v$ its velocity is $2p/M$. Its relative energy is $2p^2/M$, as for a sheet at rest. The criterion $E_{\max}\ge T_d$ treats the neighbours as stationary, and this needs an estimate.

One plausible replacement for $v_z$ is the velocity relative to the mean of the three nearest neighbours. Let $C_1$ and $C_2$ be the velocity correlations, divided by $\sigma^2$, between first and second neighbours. The three neighbours are second neighbours of one another. Their mean has variance $\sigma^2(3+6C_2)/9$, so

$$\frac{\sigma_{\rm rel}^2}{\sigma^2}=1-2C_1+\frac{1+2C_2}{3}.$$

The flat spectrum alone does not fix these correlations, which depend on how each mode moves the individual atoms. In classical equilibrium, however, they vanish. The kinetic energy is a sum of separate terms, one for each atom, so the Boltzmann factor is a product and the velocities of different atoms are independent. With $C_1=C_2=0$, the result is $\sigma_{\rm rel}=\sqrt{4/3}\,\sigma=1.15\sigma$.

The neighbours' own motion then adds to the spread. With $\sigma$ kept at its 300 K value, $v_{\min}$ at 90 keV is $2.92\sigma_{\rm rel}$, and the open fraction rises from $3.7\times10^{-4}$ to about $2\times10^{-3}$. This is only a guide. At 300 K most of the motion is zero-point motion, which does correlate the velocities of different atoms. The resulting change in the estimated fraction depends on how the modes move neighbouring atoms, which the flat spectrum does not specify. As an example, take a honeycomb sheet whose potential energy is proportional to the squared displacement of each atom from the mean of its three neighbours, scaled to a top frequency of 110 meV. It has the same $\sigma$ of 546 m/s at 300 K, but $C_1=-0.14$ and $C_2=0.02$, so $\sigma_{\rm rel}=1.28\sigma$ and the open fraction is about $4\times10^{-3}$. Whether the neighbour mean is the right reference is an assumption that a dynamical calculation of the ejection would have to settle.

Q: How far can I carry these numbers to real graphene?

A: The mass is right for carbon-12, while the threshold and vibrational energies are rough but typical. The static threshold near 110 keV and the opening below it are therefore of a reasonable size for an intact sheet. The absolute fractions are much less secure. At 90 keV and 300 K, lowering $T_d$ from 22 to 21 eV raises $f$ to $5\times10^{-3}$, a factor of 13. Raising it to 23 eV gives $2\times10^{-5}$, a factor of 22 lower. The shape of the spectrum matters too. A fourth-neighbour force-constant model of the out-of-plane modes, with its top at 107 meV, gives $\sigma=514$ m/s at 0 K and 568 m/s at 300 K. At 90 keV, $f$ is then about $1.7\times10^{-4}$ and $6\times10^{-4}$, a rise on heating of about 3.5 rather than eight. Real sheets have edges and defects, where atoms are bound differently, so a single $T_d$ is the assumption most easily broken.

In-plane vibration is a smaller effect. For a spectrum growing linearly with frequency up to a rough 200 meV, averaging the mode formula over the spectrum gives $M\langle v^2\rangle$ for each in-plane direction. Adding the two directions gives the mean square transverse velocity, and its root is the rms value. Inserted in the oblique formula at 90 keV with $v_z=0$, it raises the maximum by 0.14 eV and tilts the recoil by $7^\circ$. These values are for the best collision; exact backscattering gives half of each. Small as the shift is, it acts on a steep tail: averaging the oblique criterion over the in-plane velocities raises the tabulated fractions by factors between 1.2 and 2.8, and by 1.5 at 90 keV and 300 K. The tilt matters if $T_d$ depends on direction. Anharmonic motion, electronic excitation and chemical etching are outside the model. Etching in particular can remove atoms without a knock-on collision, so loss of atoms below the static threshold does not by itself prove the vibrational mechanism.
